# How electron-electron collisions populate energies above the source-drain drop

Q: In my short silicon transistors I am told to expect electrons more energetic than the source-drain drop, because electrons collide with each other. But a collision creates no energy, and the field gives no electron more than the drop. Where does the excess come from?

A: From the other electron. Let $V$ be the drop in potential energy between source and drain, for contacts with equal band edges. An electron that starts with negligible kinetic energy and absorbs no phonons has kinetic energy $E\le V$ wherever the band edge is no lower than in the drain, as long as it receives no energy from another electron. Two such electrons together may carry up to $2V$. A collision conserves

$$E_1'+E_2'=E_1+E_2\equiv S ,$$

which restricts the sum and says nothing about equal shares. If one electron leaves with $V+\Delta$, the other leaves with $S-V-\Delta$. The field has paid for both, and the mean energy per electron has not changed. The limit $V$ applies to what each electron received from the field, not to what it holds after an exchange.

Q: Energy permits it, then. Momentum is conserved too. Does that leave room for such an unequal split?

A: Usually some, and the amount depends on the angle between the two momenta. I use atomic units and an isotropic parabolic band, $E=k^2/2m$. Define

$$\mathbf P=\mathbf k_1+\mathbf k_2,\qquad \mathbf g=\tfrac12(\mathbf k_1-\mathbf k_2),$$

so that $\mathbf k_1=\mathbf P/2+\mathbf g$ and $\mathbf k_2=\mathbf P/2-\mathbf g$. On adding the squares the cross terms cancel:

$$S=\frac{k_1^2+k_2^2}{2m}=\frac{P^2}{4m}+\frac{g^2}{m}.$$

The collision keeps $\mathbf P$ and $S$, so it keeps the length $g$ and can only turn $\mathbf g$ into a new direction $\mathbf g'$. Afterwards

$$E_1'=\frac{|\mathbf P/2+\mathbf g'|^2}{2m}
=\frac{P^2}{8m}+\frac{g^2}{2m}+\frac{\mathbf P\cdot\mathbf g'}{2m}
=\frac S2+\frac{\mathbf P\cdot\mathbf g'}{2m}.$$

The last term is the exchange of energy. In the frame moving with the pair neither electron changes speed. In the crystal's frame, the one that leaves along $\mathbf P$ is fast and its partner is slow.

The extremes occur for $\mathbf g'$ parallel or antiparallel to $\mathbf P$, where the last term is $\pm Pg/2m$. To express it through the initial energies, use

$$\frac{P^2}{4}+g^2=mS,\qquad \frac{P^2}{4}-g^2=\mathbf k_1\cdot\mathbf k_2 .$$

Subtracting the squares of these two equations gives $P^2g^2=(mS)^2-(\mathbf k_1\cdot\mathbf k_2)^2$. With $\theta$ the angle between the initial momenta, $\mathbf k_1\cdot\mathbf k_2=2m\sqrt{E_1E_2}\cos\theta$. The limits of the final energy are therefore

$$E_\pm=\tfrac12\left[S\pm\sqrt{S^2-4E_1E_2\cos^2\theta}\right],\qquad
E_+E_-=E_1E_2\cos^2\theta .$$

For two electrons both at $V$ this becomes $E_+=V(1+\sin\theta)$. With $V=1.20$ eV, the highest energy is 1.20 eV at $0^\circ$, 1.80 eV at $30^\circ$, 2.24 eV at $60^\circ$ and 2.40 eV at $90^\circ$. At a right angle one electron can take everything and leave its partner at rest.

Q: So parallel electrons gain nothing?

A: Nothing beyond the higher of their two energies. For $\cos^2\theta=1$ the sum and product of $E_+$ and $E_-$ equal those of $E_1$ and $E_2$, so the limits are the initial energies themselves. The same holds for a head-on pair.

Q: Must both electrons be at the full $V$ before one can pass it?

A: No. Let both start at or below $V$. Then

$$(V-E_+)(V-E_-)=V^2-SV+E_1E_2\cos^2\theta
=(V-E_1)(V-E_2)-E_1E_2\sin^2\theta .$$

Since $E_-\le S/2\le V$, the left side is negative precisely when $E_+>V$. The condition for an outcome above $V$ is thus

$$(V-E_1)(V-E_2)<E_1E_2\sin^2\theta .$$

The missing energies must be small enough compared with what the transverse motion lets the pair exchange. I tested this condition on 394 random pairs by scanning the energies for which the final momenta can form a triangle with total $\mathbf P$. It gave the right answer in each case.

Q: You have shown that electrons can go up. Why doesn't the reverse collision bring them down equally often?

A: Because the reverse collision needs an electron that is already up there. In a nondegenerate gas the rate of $1+2\to1'+2'$ is proportional to $f_1f_2$, where $f$ is the occupation of a state. The reverse process has the same quantum-mechanical transition probability, so the net rate is proportional to

$$f_1f_2-f_1'f_2'.$$

If the states above $V$ are empty, $f_1'=0$ and the net flow is upward. It weakens as they fill. A Maxwellian, $f\propto e^{-E/k_BT_e}$, makes the two products equal because the pair energies are equal.

Consider a closed, uniform gas that starts with all electrons at $V$ and isotropic directions. Its mean energy stays at $V$, so its final temperature follows from $\tfrac32k_BT_e=V$, that is $k_BT_e=2V/3$. In a simulation with random isotropic pair collisions, half the electrons were above $V$ after every electron had collided once. This had to be so: the energies of each pair add to $2V$, and apart from exact ties one lies above $V$ and one below. After 15 rounds the fraction above $V$ was 0.391, against 0.392 for the Maxwellian, and the fraction above $2V$ was 0.112, as the Maxwellian gives. The mean energy remained $V$.

Q: Above $2V$? You said two electrons share at most $2V$.

A: One collision between electrons that start at or below $V$ cannot exceed $2V$. A later collision can use an electron that has already gained. An electron at $2V$ meeting one at $V$ at a right angle has $S=3V$ and $\cos\theta=0$, so $E_+=3V$. Three electrons have then contributed. Without phonon absorption, an energy above $NV$ needs more than $N$ contributors.

Q: My electrons are accelerated along the channel, not in all directions. Does the argument survive?

A: In the isotropic band used here, it needs something to spread the directions, such as phonon or interface scattering. I repeated the simulation with all electrons at $V$ inside a cone of half-angle $5^\circ$. Two of them can differ by at most $10^\circ$, so the first collision yields at most $V\sin10^\circ$, which is 0.21 eV here. After 15 rounds a fraction of 0.0005 was above $1.25V$, compared with 0.289 for the isotropic start. A narrow beam has its energy mostly in common motion, and electron-electron collisions conserve that motion.

Silicon's valleys loosen this restriction. Along a [100] channel an electron has a mass of about 0.92 or 0.19, depending on its valley. Two electrons at $V$ from different valleys then have different speeds even when they move in parallel, so they can exchange energy. In parabolic valleys, if the collision reverses their relative velocity along the channel, the heavier one leaves with $1.99V$, or 2.39 eV here. This route is not a small one. For a perfectly collinear beam at $V$ with the six valleys equally filled, and with the density and screened repulsion used below, gains above 0.30 eV occur at about half the rate found for isotropic directions, and gains above 0.60 eV at about the same rate. Nonparabolic valleys, with the coefficient $\alpha=0.50$ eV$^{-1}$ used later, weaken the route: the same collision along the channel then gives 2.26 eV, and the two rates are about a third and a half of those for isotropic directions in the same valleys. The single-mass model leaves this route out.

Q: Let us assume the directions are spread. How often does a collision lift an electron by a useful amount?

A: Take an isotropic shell of electrons at $V$ with density $n$. I treat their repulsion as statically screened and use the Born approximation. In a medium of permittivity $\epsilon$ the Fourier transform of the interaction is $4\pi/[\epsilon(q^2+\beta^2)]$, where $\mathbf q=\mathbf g'-\mathbf g$ and $1/\beta$ is the screening length. The reduced mass is $m/2$, so the scattering amplitude has magnitude

$$\frac{m/2}{2\pi}\,\frac{4\pi}{\epsilon(q^2+\beta^2)}=\frac{m}{\epsilon(q^2+\beta^2)},
\qquad
\frac{d\sigma}{d\Omega}=\frac{(m/\epsilon)^2}{(q^2+\beta^2)^2}.$$

This omits exchange between identical electrons.

For equal initial energies $\mathbf P\cdot\mathbf g=(k_1^2-k_2^2)/2=0$. Put the polar axis along $\mathbf P$, and let $x$ be the cosine of the angle between $\mathbf g'$ and $\mathbf P$. The energy gained by electron 1 is $V\sin\theta\,x$. With $\varphi$ the azimuth of $\mathbf g'$ measured from $\mathbf g$,

$$q^2+\beta^2=D-B\cos\varphi,\quad D=2g^2+\beta^2,\quad B=2g^2\sqrt{1-x^2}.$$

The substitution $t=\tan(\varphi/2)$ gives

$$\int_0^{2\pi}\!\frac{d\varphi}{D-B\cos\varphi}
=\int_{-\infty}^{\infty}\!\frac{2\,dt}{(D-B)+(D+B)t^2}
=\frac{2\pi}{\sqrt{D^2-B^2}} .$$

Differentiating with respect to $D$ and changing the sign gives the integral we need:

$$\int_0^{2\pi}\frac{d\varphi}{(D-B\cos\varphi)^2}=\frac{2\pi D}{(D^2-B^2)^{3/2}} .$$

Here $D^2-B^2=a+bx^2$, with $a=\beta^2(\beta^2+4g^2)$ and $b=4g^4$. The remaining integral follows from

$$\frac{d}{dx}\frac{x}{a\sqrt{a+bx^2}}=\frac{1}{(a+bx^2)^{3/2}} .$$

A gain above $\Delta$ requires $x>c=\Delta/(V\sin\theta)$. Integrating from $c$ to 1, and using $a+b=D^2$ at the upper limit, we obtain

$$\sigma(x>c)=\frac{2\pi m^2}{\epsilon^2a}\left[1-\frac{Dc}{\sqrt{a+bc^2}}\right].$$

Q: Does the result depend strongly on the screening length? I hardly know it near the drain.

A: Not for large gains. With $\delta=a/b$, the fraction in the bracket is $\sqrt{(1+\delta)/(1+\delta/c^2)}$. If $\delta\ll c^2$, it is approximately $1-\tfrac12\delta(1/c^2-1)$, and so

$$\sigma(x>c)\simeq\frac{\pi m^2}{4\epsilon^2g^4}\left(\frac1{c^2}-1\right).$$

Screening has dropped out in this limit. At moderate gains the static formula keeps some dependence: with the inputs used below, halving the screening length from about 4 nm to 2 nm lowers its production rate by about a third for gains above 0.30 eV, and by 13 percent for gains above 0.60 eV. Most of this comes from the static approximation itself. The plasmon energy of the cold electrons is only about 20 meV, so they cannot follow an energy transfer of 0.30 eV. With their frequency-dependent response, the same halving changes the rate by only about 2 percent or less. The rate is then about 20 percent higher than the static value for gains above 0.30 eV, and 5 percent higher for gains above 0.60 eV. I keep the static formula below for its simplicity. Small gains are favoured, and the cross section vanishes at $c=1$, the kinematic limit.

For the rate, there are $n^2/2$ pairs per unit volume squared. Either electron may be the winner, which supplies a factor of two. Dividing by $n$ gives the production rate per shell electron,

$$R(\Delta)=n\langle v_{\rm rel}\,\sigma(x>c)\rangle
=n\int\frac{\sin\theta\,d\theta}{2}\,\frac{2g}{m}\,\sigma(x>c),$$

with $g=\sqrt{2mV}\sin(\theta/2)$ and the integral restricted to $\sin\theta>\Delta/V$.

Q: Put numbers on it, please.

A: I choose rough values for the drain end of a short silicon n-channel transistor at 300 K: $V=1.20$ eV, $m=0.33$ electron masses, $\epsilon=11.7$, and $n=10^{17}$ cm$^{-3}$ in the shell. A further $10^{18}$ cm$^{-3}$ of cold electrons gives a screening length of 4.1 nm, from $\beta^2=4\pi n_{\rm cold}/(\epsilon k_BT)$. For a gain above $\Delta=0.30$ eV the formula gives

$$R=2.14\times10^{10}\ {\rm s^{-1}} .$$

Sampling the collision vectors directly gave $2.11\times10^{10}$ s$^{-1}$, with a standard error of 0.65 percent of that value. The difference is 1.8 percent, or nearly three standard errors. That is a larger fluctuation than one would normally expect, so I take this comparison as a check at the level of a few percent.

Q: That is slow compared with phonon emission. Won't phonons empty the tail before I notice it?

A: They limit it, but a steady supply leaves a steady population. Divide the energies above the shell into slices one phonon energy $E_{\rm ph}$ apart, with density $n_i$ in the slice centred at $V+iE_{\rm ph}$. Hold the shell at $n_0=n$. Let $W$ be the spontaneous emission rate and $N=1/(e^{E_{\rm ph}/k_BT}-1)$ the phonon occupation. I take $W$ independent of energy. Electrons go down at rate $W(N+1)$ and up at rate $WN$.

In a steady state, what electron-electron collisions put into slice $i$ and all higher slices must leave through the lower edge of slice $i$:

$$W(N+1)n_i-WNn_{i-1}=nR_i,\qquad R_i=R\big[(i-\tfrac12)E_{\rm ph}\big].$$

Without electron-electron collisions the right side is zero. Then

$$\frac{n_i}{n_{i-1}}=\frac{N}{N+1}=e^{-E_{\rm ph}/k_BT},$$

so phonon absorption alone gives a tail $n\,e^{-\Delta/k_BT}$ above $V$. With the collisions, rearrangement gives

$$n_i=\frac{nR_i}{W}+N(n_{i-1}-n_i)\simeq\frac{nR_i}{W}.$$

For $E_{\rm ph}=0.060$ eV, $N=0.109$. Across the slices from 1.68 to 2.04 eV, the full solution differs from the simple estimate by at most 5.3 percent of the estimate.

Take $W=10^{14}$ s$^{-1}$. At 1.50 eV the rate just quoted suggests

$$\frac{nR}{W}=\frac{10^{17}\times2.14\times10^{10}}{10^{14}}\ {\rm cm^{-3}}
=2.1\times10^{13}\ {\rm cm^{-3}} .$$

The full solution gives $3.0\times10^{13}$ cm$^{-3}$. It is higher because the lower edge of that slice is at a gain of 0.27 eV, not 0.30 eV, and because phonon absorption adds the second term. The comparison, at fixed shell density, is:

| Slice energy (eV) | With e-e (cm$^{-3}$) | Phonons alone (cm$^{-3}$) |
|---|---|---|
| 1.50 | $3.0\times10^{13}$ | $9.1\times10^{11}$ |
| 1.80 | $4.2\times10^{12}$ | $8.3\times10^{6}$ |
| 2.10 | $7.0\times10^{11}$ | $76$ |

The first slice more than doubled by electron-electron collisions is at 1.44 eV. Close to $V$, phonon absorption competes. Over the range of the table, its exponential falls much faster than the collisional supply. The collisional tail is nevertheless small: the 1.80 eV slice holds about four electrons for every $10^5$ in the shell.

The table counts only collisions between two shell electrons. Phonon absorption keeps about a tenth of the shell density in the first slice above $V$, and those electrons need a smaller gain. Collisions between phonon-lifted electrons and the shell would raise the collisional supply by about 30 percent at the three energies listed.

Q: What could I vary to tell the two mechanisms apart?

A: In this model, the hot-electron density. The phonon tail is proportional to $n$. The collisional tail is proportional to $n^2$, since $R$ itself contains $n$. Doubling the shell density, with the cold density and screening held fixed, multiplied the 1.80 eV slice by 4.00. In a device, a change of bias that raises the current also changes the field and the energy distribution, so a quadratic dependence on current is not by itself proof of this mechanism.

Q: Silicon is not parabolic at these energies. Does the $2V$ limit fall?

A: The limit stays, but the best angle moves. Take $k^2/2m=\gamma(E)=E(1+\alpha E)$. For one electron to end with $2V$ and the other at rest, the total momentum must satisfy $P^2=2m\gamma(2V)$. Initially $P^2=4m\gamma(V)(1+\cos\theta)$. Equating them,

$$\cos\theta=\frac{\gamma(2V)}{2\gamma(V)}-1
=\frac{1+2\alpha V}{1+\alpha V}-1=\frac{\alpha V}{1+\alpha V}.$$

For $\alpha=0.50$ eV$^{-1}$ the best angle is $68^\circ$. At $90^\circ$ the limit is 2.32 eV instead of 2.40 eV.

The rate falls too. Averaging the Born rate over isotropic pairs in this nonparabolic band, with the same static screening and the overlaps of the Bloch states set to one, multiplies $R$ by about 0.76 at a gain of 0.30 eV and by about 0.79 at 0.60 eV. A parabolic band with the larger mass $m(1+2\alpha V)=0.726$, the ratio of momentum to velocity at 1.2 eV, gives a similar factor of 0.74 at 0.30 eV. A parabolic mass of 0.26 instead multiplies $R$ there by 1.08. Anisotropy is a separate matter: equally filled ellipsoidal valleys with masses 0.92 and 0.19 change the isotropic rate by only a few percent at 0.30 eV, and raise it by about 7 percent at 0.60 eV, for electrons spread uniformly over the states of the shell. These are estimates of sensitivity, not a calculation with silicon's full bands.

Q: How far should I trust the densities for my own transistor?

A: As orders of magnitude, only if your hot-electron density is near the one assumed and most of those electrons have energies close to $V$. Spreading the same density evenly in energy from 0.6 to 1.2 eV multiplies $R$ at a gain of 0.30 eV by 0.15; spreading it from zero to 1.2 eV multiplies it by 0.04. Phonon emission produces such a spread, so the single-energy shell is a favourable case. A drop of 1.2 eV suits older short-channel logic, while recent generations use less, and the shell density is a chosen number that may be far from yours. Local balance is also a doubtful assumption. While losing 0.30 eV, which takes $5\times10^{-14}$ s, a tail electron moves an rms distance of about 19 nm with the nonparabolic speed, or 32 nm with the parabolic one. The high-field region may be only some tens of nanometres long. The tail therefore spreads beyond the place where it is made, and I would expect its local density to fall by a factor of a few; that factor is a guess, not a computed result.

The isotropic directions matter in the single-mass model, where the $5^\circ$ beam considered earlier could not reach a gain of 0.30 eV in one collision. In silicon they matter less, because pairs from different valleys can reach it even when they move in parallel. The following effects are smaller for these inputs. Letting the phonon rates follow the density of states multiplies the 1.80 eV slice by 0.84 for the parabolic band, and by 0.63 for the nonparabolic band with $\alpha=0.50$ eV$^{-1}$. At 1.50 eV, cold electrons and plasmons together add losses of about 6 to 7 percent of the phonon loss; how this divides between them depends on where the boundary between single-electron and collective response is drawn. A rough ionisation rate of $10^{12}$ s$^{-1}$ would remove 5 percent of the electrons during the fall by 0.30 eV. With two spins and six valleys equally filled, one pair in twelve is identical, so exchange can reduce production by at most 8 percent. The shell states are occupied to about $2\times10^{-4}$, so Pauli blocking there is negligible, and the Born parameter $1/(\epsilon v_{\rm rel})$ is 0.12.

Inside a heavily doped drain the picture changes. The combined losses to cold electrons and plasmons grow roughly with the cold density, so at $10^{20}$ cm$^{-3}$ they would exceed the phonon loss, with plasmons and single electrons taking comparable shares, and the tail would be shorter-lived than this model says.

Q: Then can this put electrons over the oxide barrier?

A: Not by one two-electron collision in this example. The silicon-oxide barrier is roughly 3 eV, while $2V$ is 2.4 eV. Going over it would need a third contributor or phonon absorption, and the ladder calculation includes no third contributor. What the two-electron process does supply is electrons between 1.2 and 2.4 eV. Any damage process with its threshold in that range can then proceed at a drop that would otherwise leave it to the thermal tail. The numerical output gives the remaining inputs and values.

## Computed values

```
drop V = 1.20 eV; twice V = 2.40 eV
mass = 0.33 electron masses; permittivity = 11.7
temperature = 300 K; kT = 0.02585 eV
shell density = 1.0e+17 cm^-3
cold density = 1.0e+18 cm^-3
screening length = 4.088 nm
phonon energy = 0.060 eV; occupation = 0.1089
spontaneous emission rate = 1.0e+14 s^-1
phonon energy loss = 6.00e+12 eV/s
highest energy, both at V, angle 0 deg = 1.200 eV
highest energy, both at V, angle 30 deg = 1.800 eV
highest energy, both at V, angle 60 deg = 2.239 eV
highest energy, both at V, angle 90 deg = 2.400 eV
criterion cases checked = 394
gas: fraction above V, first round = 0.5000
gas: fraction above V, 15 rounds = 0.3909
Maxwellian fraction above V = 0.3916
gas: fraction above 2V, 15 rounds = 0.1118
Maxwellian fraction above 2V = 0.1116
gas: final mean energy / V = 1.000000
isotropic: fraction above 1.25 V = 0.2893
5 deg beam: fraction above 1.25 V = 0.00046
test gain above V = 0.30 eV
production per shell electron, formula = 2.1437e+10 s^-1
same, sampled = 2.1054e+10 s^-1
sampling standard error = 0.65 percent
slice at 1.50 eV, with e-e = 2.958e+13 cm^-3
  without e-e = 9.125e+11 cm^-3
slice at 1.80 eV, with e-e = 4.165e+12 cm^-3
  without e-e = 8.326e+06 cm^-3
slice at 2.10 eV, with e-e = 7.042e+11 cm^-3
  without e-e = 7.597e+01 cm^-3
first slice more than doubled by e-e = 1.44 eV
slice at 1.80 eV, ratio on doubling shell = 4.0000
flux-balance estimate, largest error = 5.3 percent
Kane coefficient = 0.50 eV^-1
Kane limit at 90 deg = 2.324 eV
Kane best angle = 68.0 deg
rate ratio, Kane velocity mass 0.726 = 0.743
rate ratio, mass 0.26 = 1.078
varying phonon rates: 1.80 eV slice ratio = 0.835
cold-electron loss / phonon loss = 0.0293
plasmon loss / phonon loss = 0.0318
time to lose the test gain = 5.00e-14 s
rough ionisation rate = 1.0e+12 s^-1
ionisation probability in that time = 0.049
rms displacement, parabolic speed = 32.4 nm
rms displacement, Kane speed = 18.6 nm
same spin and valley pair fraction = 0.0833
cold density / band density of states = 0.0350
occupation of shell states = 1.96e-04
Born parameter = 0.124
```
